**Free-electron plasmon energy of a silicon primitive cell**

The program evaluates $\omega_p=\sqrt{4\pi N/V}$ in Hartree atomic units, where $N=8$ is the number of valence electrons and $V$ is the cell volume of 40 cubic angstrom, and obtains 16.606 eV. It asserts that the SI expression gives the same energy and that Coulomb's law, integrated over two charged faces, gives the restoring field. A numerical integral over the Fermi sphere tests both the long-wavelength limit and the first correction in the wave vector $q$; at 2 nm$^{-1}$ the shift is 0.138 eV from the integral and 0.137 eV from the expansion. For an oscillator model with binding frequency $\omega_0$ and damping $\gamma$, the program asserts the absorption sum rule, the position of the undamped zero and the small downward shift of the damped loss peak. The polarizability of a free Si$^{4+}$ ion is computed by finite-field Hartree-Fock, and the values from the dipole and from the energy agree at 0.163 bohr$^3$. The output gives shifts of +0.74 eV from binding, −0.12 eV from core polarization, −0.12 eV from damping and −0.02 eV from heating by 300 K. With binding, core polarization and damping together, the model loss peak lies at 17.1 eV; the static dielectric constant and the damping width behind this value are rough inputs.

## Numerical check

```python
"""
Result under test: N valence electrons in a cell of volume V, treated as a
uniform free-electron gas, have the long-wavelength plasmon frequency
    omega_p = sqrt(4 pi N / V)          (Hartree atomic units),
about 16.6 eV for N = 8 and V = 40 cubic angstrom (silicon primitive cell).
Symbols: n density, k_F Fermi wave vector, q plasmon wave vector,
eps dielectric function, omega_0 mean binding frequency, gamma damping.
The program also sizes binding, core polarization, damping, finite q and heating.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_ANGSTROM = BOHR_M * 1e10
BOHR_NM = BOHR_M * 1e9

# Inputs
n_electrons = 8
volume_angstrom3 = 40.0
static_eps = 12.0          # rough typical value for silicon
damping_ev = 4.0           # rough width of the loss peak
expansion_per_k = 2.6e-6   # rough linear thermal expansion
heating_k = 300.0
q_per_nm = 2.0

# Free-electron result
volume = volume_angstrom3 / BOHR_ANGSTROM**3
density = n_electrons / volume
omega_p = np.sqrt(4 * np.pi * density)
plasmon_ev = omega_p * HARTREE_EV
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
period_fs = const.h / (plasmon_ev * const.e) * 1e15

# The same energy from the SI expression
density_si = n_electrons / (volume_angstrom3 * 1e-30)
plasmon_si_ev = const.hbar * np.sqrt(
    density_si * const.e**2 / (const.epsilon_0 * const.m_e)) / const.e
assert abs(plasmon_si_ev / plasmon_ev - 1) < 1e-7
assert abs(plasmon_ev - 16.6) < 0.05


# Restoring field: Coulomb's law integrated over two wide charged faces
def face_field(surface_charge, distance):
    integral = quad(lambda r: 2 * np.pi * r * distance
                    / (r * r + distance**2) ** 1.5, 0, np.inf)[0]
    return surface_charge * integral


shift = 0.01
slab_field = face_field(density * shift, 3.0) + face_field(density * shift, 7.0)
assert abs(slab_field / (omega_p**2 * shift) - 1) < 1e-6


# Quantum response: explicit integral over the Fermi sphere, slices normal to q
def rpa_eps(omega, q):
    def slice_term(kz):
        delta = q * kz + q * q / 2
        area = np.pi * (k_fermi**2 - kz**2)
        return area * 2 * delta / (omega**2 - delta**2)
    integral = quad(slice_term, -k_fermi, k_fermi, epsabs=1e-12, epsrel=1e-10)[0]
    response = 2 / (2 * np.pi) ** 3 * integral
    return 1 - 4 * np.pi / q**2 * response


def rpa_plasmon(q):
    return brentq(lambda w: rpa_eps(w, q), 0.8 * omega_p, 1.5 * omega_p,
                  xtol=1e-12)


q_small_per_nm = 0.2
rpa_small_q = rpa_plasmon(q_small_per_nm * BOHR_NM)
assert abs(rpa_small_q / omega_p - 1) < 2e-4   # remaining shift is of order q^2
q_au = q_per_nm * BOHR_NM
rpa_shift = rpa_plasmon(q_au) - omega_p
expansion_shift = 0.3 * k_fermi**2 * q_au**2 / omega_p
assert abs(rpa_shift / expansion_shift - 1) < 0.02   # next order in q^2


# Bound, damped valence electrons plus a constant core term (energies in eV)
def model_eps(energy, binding, damping, core_eps=1.0):
    return core_eps + plasmon_ev**2 / (
        binding**2 - energy**2 - 1j * damping * energy)


def loss_peak(binding, damping, core_eps=1.0):
    found = minimize_scalar(
        lambda e: -np.imag(-1 / model_eps(e, binding, damping, core_eps)),
        bounds=(12, 22), method="bounded", options={"xatol": 1e-8})
    return found.x


def model_zero(binding, core_eps=1.0):
    return brentq(lambda e: model_eps(e, binding, 0.0, core_eps).real, 12, 22)


binding_ev = plasmon_ev / np.sqrt(static_eps - 1)
bound_plasmon_ev = model_zero(binding_ev)
assert abs(model_eps(0.0, binding_ev, damping_ev).real - static_eps) < 1e-10
assert abs(bound_plasmon_ev - np.hypot(plasmon_ev, binding_ev)) < 1e-8

# Sum rule: total absorption strength does not depend on binding or damping
for binding, damping in [(binding_ev, damping_ev), (2 * binding_ev, 1.0)]:
    def weighted(e):
        return e * model_eps(e, binding, damping).imag
    strength = (quad(weighted, 0, 50, points=[binding], limit=200)[0]
                + quad(weighted, 50, np.inf, limit=200)[0])
    assert abs(strength / (np.pi * plasmon_ev**2 / 2) - 1) < 1e-6

damped_peak_ev = loss_peak(0.0, damping_ev)
assert abs(damped_peak_ev - plasmon_ev + damping_ev**2 / (8 * plasmon_ev)) < 1e-3

# Core polarizability: finite-field Hartree-Fock for the free Si4+ ion
shells = [(0, 13), (1, 8), (2, 5)]
basis = [[l, [0.4 * 2.5**k, 1.0]] for l, count in shells for k in range(count)]
ion = gto.M(atom="Si 0 0 0", charge=4, spin=0, basis={"Si": basis}, verbose=0)
z_matrix = ion.intor("int1e_r")[2]
bare_hamiltonian = scf.hf.get_hcore(ion)


def ion_in_field(field):
    solver = scf.RHF(ion)
    solver.conv_tol = 1e-11
    solver.conv_tol_grad = 1e-7
    solver.max_cycle = 100
    solver.get_hcore = lambda *args: bare_hamiltonian + field * z_matrix
    energy = solver.kernel()
    assert solver.converged
    dipole = -np.einsum("ij,ji->", solver.make_rdm1(), z_matrix)
    return energy, dipole


field = 0.05
energy_zero, _ = ion_in_field(0.0)
energy_field, dipole_field = ion_in_field(field)
alpha_energy = 2 * (energy_zero - energy_field) / field**2
alpha_dipole = dipole_field / field
assert alpha_dipole > 0
assert abs(alpha_energy / alpha_dipole - 1) < 3e-3   # higher orders in the field
core_eps = 1 + 4 * np.pi * 2 * alpha_dipole / volume
core_plasmon_ev = model_zero(0.0, core_eps)
assert abs(core_plasmon_ev - plasmon_ev / np.sqrt(core_eps)) < 1e-8

# Binding, core and damping together, with the same static constant
binding_all_ev = plasmon_ev / np.sqrt(static_eps - core_eps)
combined_peak_ev = loss_peak(binding_all_ev, damping_ev, core_eps)
undamped_ev = np.sqrt(binding_all_ev**2 + plasmon_ev**2 / core_eps)
assert abs(combined_peak_ev - undamped_ev
           + damping_ev**2 / (8 * undamped_ev)) < 1e-3

# Heating: recompute with the expanded cell
hot_volume = volume * (1 + expansion_per_k * heating_k) ** 3
hot_ev = np.sqrt(4 * np.pi * n_electrons / hot_volume) * HARTREE_EV


def energy_for_count(count):
    return np.sqrt(4 * np.pi * count / volume) * HARTREE_EV


print(f"valence electrons per cell: {n_electrons}")
print(f"cell volume: {volume_angstrom3:.1f} cubic angstrom")
print(f"bohr radius: {BOHR_ANGSTROM:.6f} angstrom")
print(f"hartree: {HARTREE_EV:.5f} eV")
print(f"cell volume in atomic units: {volume:.3f} bohr^3")
print(f"electron density: {density:.6f} bohr^-3")
print(f"4 pi n: {omega_p**2:.6f} hartree^2")
print(f"plasmon energy: {omega_p:.5f} hartree")
print(f"plasmon energy: {plasmon_ev:.3f} eV")
print(f"plasmon energy from SI expression: {plasmon_si_ev:.3f} eV")
print(f"oscillation period: {period_fs:.3f} fs")
print(f"wrong count, 4 electrons: {energy_for_count(4):.2f} eV")
print(f"wrong count, 28 electrons: {energy_for_count(28):.2f} eV")
print(f"wrong division by sqrt(static eps): "
      f"{plasmon_ev / np.sqrt(static_eps):.2f} eV")
print(f"Fermi wave vector: {k_fermi:.4f} bohr^-1")
print(f"RPA plasmon at q = {q_small_per_nm} nm^-1: "
      f"{rpa_small_q * HARTREE_EV:.4f} eV")
print(f"finite-q example wave vector: {q_per_nm:.1f} nm^-1")
print(f"same wave vector in atomic units: {q_au:.5f} bohr^-1")
print(f"finite-q shift, RPA integral: {rpa_shift * HARTREE_EV:+.4f} eV")
print(f"finite-q shift, expansion: {expansion_shift * HARTREE_EV:+.4f} eV")
print(f"rough static dielectric constant: {static_eps:.0f} (no unit)")
print(f"inferred binding energy omega_0: {binding_ev:.2f} eV")
print(f"plasmon with binding: {bound_plasmon_ev:.2f} eV")
print(f"shift from binding: {bound_plasmon_ev - plasmon_ev:+.2f} eV")
print(f"Si4+ polarizability, from dipole: {alpha_dipole:.4f} bohr^3")
print(f"Si4+ polarizability, from energy: {alpha_energy:.4f} bohr^3")
print(f"core dielectric constant: {core_eps:.4f} (no unit)")
print(f"shift from core polarization: {core_plasmon_ev - plasmon_ev:+.3f} eV")
print(f"rough damping width: {damping_ev:.1f} eV")
print(f"shift from damping: {damped_peak_ev - plasmon_ev:+.3f} eV")
print(f"rough linear expansion coefficient: {expansion_per_k:.1e} K^-1")
print(f"temperature rise: {heating_k:.0f} K")
print(f"shift from heating: {hot_ev - plasmon_ev:+.4f} eV")
print(f"binding energy in combined model: {binding_all_ev:.2f} eV")
print(f"loss peak with binding, core, damping: {combined_peak_ev:.2f} eV")
print(f"combined shift: {combined_peak_ev - plasmon_ev:+.2f} eV")
print("all assertions hold")
```

Output:

```
valence electrons per cell: 8
cell volume: 40.0 cubic angstrom
bohr radius: 0.529177 angstrom
hartree: 27.21139 eV
cell volume in atomic units: 269.933 bohr^3
electron density: 0.029637 bohr^-3
4 pi n: 0.372429 hartree^2
plasmon energy: 0.61027 hartree
plasmon energy: 16.606 eV
plasmon energy from SI expression: 16.606 eV
oscillation period: 0.249 fs
wrong count, 4 electrons: 11.74 eV
wrong count, 28 electrons: 31.07 eV
wrong division by sqrt(static eps): 4.79 eV
Fermi wave vector: 0.9574 bohr^-1
RPA plasmon at q = 0.2 nm^-1: 16.6077 eV
finite-q example wave vector: 2.0 nm^-1
same wave vector in atomic units: 0.10584 bohr^-1
finite-q shift, RPA integral: +0.1379 eV
finite-q shift, expansion: +0.1373 eV
rough static dielectric constant: 12 (no unit)
inferred binding energy omega_0: 5.01 eV
plasmon with binding: 17.34 eV
shift from binding: +0.74 eV
Si4+ polarizability, from dipole: 0.1628 bohr^3
Si4+ polarizability, from energy: 0.1627 bohr^3
core dielectric constant: 1.0152 (no unit)
shift from core polarization: -0.124 eV
rough damping width: 4.0 eV
shift from damping: -0.120 eV
rough linear expansion coefficient: 2.6e-06 K^-1
temperature rise: 300 K
shift from heating: -0.0194 eV
binding energy in combined model: 5.01 eV
loss peak with binding, core, damping: 17.11 eV
combined shift: +0.50 eV
all assertions hold
```
